# How an ionized reference reshapes a PAW dataset for calcium

Removing one 4s electron from a calcium atom lowers the empty 3d level from $-0.083$ to $-0.320$ Ha and shrinks its mean radius from 2.28 to 1.95 bohr. Yet inside a sphere of radius 3 bohr, the part that a PAW dataset stores, the normalized 3d waves of atom and ion have a squared overlap that differs from one by only about $10^{-3}$. The choice of reference still matters: with a frozen argon core, the error in the 4s→3d promotion energy is 3.4 mHa for a neutral reference and 8.7 mHa for a Ca²⁺ reference.

These numbers come from a spherical, spin-unpolarized, nonrelativistic atom in the local density approximation (LDA). Hartree atomic units are used. The program published with this text tests the main relations below.

## Why the ion binds more states

Write an orbital as $u(r)/r$ times a spherical harmonic. Then

$$-\tfrac12u''+\Big[v(r)+\frac{l(l+1)}{2r^2}-\varepsilon\Big]u=0 .$$

Let $\rho(r)$ be the radial electron density, with $\int_0^\infty\rho\,dr=Z-Q$ for an atom of charge $Q$. Electrons inside $r$ repel as if they sat at the nucleus, and a shell at $r'>r$ contributes $1/r'$:

$$V(r)=-\frac Zr+\frac1r\int_0^r\rho\,dr'+\int_r^\infty\frac{\rho(r')}{r'}dr' .$$

Replacing $\int_0^r\rho\,dr'$ by $Z-Q-\int_r^\infty\rho\,dr'$ gives

$$V(r)=-\frac Qr-\int_r^\infty\rho(r')\Big(\frac1r-\frac1{r'}\Big)dr' .$$

The last integral is not negative, so $V\le-Q/r$. The LDA exchange-correlation potential is negative too and dies out with the density. The total potential $v$ of an ion therefore lies at or below $-Q/r$. By the variational principle, each of its levels lies at or below the corresponding hydrogenic level, and an infinite series is bound for every $l$. In the neutral atom $Q=0$: in LDA the attraction ends with the electron cloud, and the centrifugal barrier can win.

The 4f state shows the difference. It is the lowest state with $l=3$, so its hydrogenic bound is $-Q^2/(2\cdot4^2)=-Q^2/32$.

| Level (Ha) | Ca | Ca⁺ | Ca²⁺ |
|---|---:|---:|---:|
| 4s | −0.142 | −0.336 | −0.527 |
| 3d | −0.083 | −0.320 | −0.597 |
| 4d | unbound | −0.089 | −0.208 |
| 4f | unbound | −0.039 | −0.132 |
| $-Q^2/32$ | – | −0.031 | −0.125 |

"Unbound" means that the level is positive in the 60 bohr box used here. The 3d state is already bound in the neutral atom, though weakly. For 3d, ionization improves the binding; for 4d and 4f, it creates it.

## Why the wave contracts

A deeper potential does not by itself contract a wave. Adding a constant to $v$ moves $\varepsilon$ by the same constant and leaves $u$ unchanged. What counts is how the potential change varies in space.

Suppose charge is removed while the other electrons stay put, and let $q(r)$ be the number of removed electrons inside $r$. By Gauss's law the electrostatic change has slope $q(r)/r^2\ge0$. It is deepest at the centre and rises towards zero outside. Removing density also weakens the exchange-correlation attraction. This makes the potential less deep, but for a 4s electron of calcium the weakening is small inside 2 bohr and largest near 3 to 4 bohr, so it steepens the outward rise across the 3d wave and adds to the contraction. The remaining electrons also relax. The net effect must therefore be computed.

Let $a$ be the neutral atom, $b$ the ion, $\Delta v=v_b-v_a$ and $\Delta\varepsilon=\varepsilon_b-\varepsilon_a$. Multiply the equation for $u_b$ by $u_a$, the equation for $u_a$ by $u_b$, subtract, and integrate over all $r$. For bound states the kinetic terms cancel after two integrations by parts, and the centrifugal terms cancel directly. What remains is

$$\Delta\varepsilon=\frac{\int_0^\infty u_a\,\Delta v\,u_b\,dr}{\int_0^\infty u_au_b\,dr},$$

provided that the overlap is not zero. For the nodeless 3d waves this is a true average of $\Delta v$ with positive weight. It includes the orbital's tail, where $\Delta v$ is weaker. The level therefore falls less than the potential does inside.

To see what this does at the sphere radius $r_c$, take the Wronskian $w=u_au_b'-u_bu_a'$. The first-derivative products cancel in $w'$, and the radial equation replaces the second derivatives:

$$w'=u_au_b''-u_bu_a''=2u_au_b(\Delta v-\Delta\varepsilon).$$

Both waves vanish at the origin, so $w(0)=0$. Integrate to $r_c$ and divide by $u_a(r_c)u_b(r_c)$. With $L=u'(r_c)/u(r_c)$,

$$L_b-L_a=2\int_0^{r_c}g(r)\,(\Delta v-\Delta\varepsilon)\,dr,\qquad g=\frac{u_au_b}{u_a(r_c)u_b(r_c)} .$$

If $\Delta v-\Delta\varepsilon$ is negative on average, the local kinetic energy $\varepsilon-v$ has risen, the wave bends over sooner, and it leaves the sphere falling more steeply. This is the contraction. The result needs no small change, but it does need $u_a$ and $u_b$ to be nonzero at $r_c$.

For Ca→Ca⁺ and $r_c=3$ bohr, the average of $\Delta v$ inside the sphere with weight $g$ is $-0.2493$ Ha, while the level moves by $-0.2371$ Ha. The difference is $-0.0122$ Ha. The level shift thus cancels about 95% of the average potential change. The remainder moves $L$ from $-0.325$ to $-0.448$ bohr⁻¹. For Ca²⁺ the difference is $-0.5406+0.5137=-0.0269$ Ha, and $L$ reaches $-0.642$ bohr⁻¹.

## How much of the contraction enters the dataset

The fraction of the 3d charge inside $r_c$ is 0.76 in Ca, 0.85 in Ca⁺ and 0.92 in Ca²⁺. Much of the visible contraction is the loss of a tail that the dataset does not store.

A counterfactual calculation shows how much contraction the change outside the sphere can produce alone. Keep $\Delta v$ outside $r_c$, but replace it inside by its constant value at $r_c$, so that no force changes within the sphere. The mean 3d radius then falls from 2.282 to 2.051 bohr, compared with 1.945 for the full change to Ca⁺. That is $0.231/0.337$, or about two thirds of the contraction. For Ca²⁺ the share is again about two thirds. The share depends on the sphere radius: it is about five sixths at $r_c=2.5$ bohr and about one half at 3.5 bohr. These are results of switching off one part of the change, not terms of an additive decomposition, so the remaining third is not the share of the forces inside.

Inside the sphere, ionization acts mainly as an energy shift. Apply the Wronskian formula to two waves in the same potential at energies $\varepsilon$ and $\varepsilon'$. Since $\Delta v=0$,

$$L(\varepsilon')-L(\varepsilon)=-2(\varepsilon'-\varepsilon)\int_0^{r_c}g\,dr .$$

Raising the energy in the neutral potential thus steepens the wave just as a negative average of $\Delta v-\Delta\varepsilon$ does. To reach the $L$ of Ca⁺, the energy must rise by 0.0125 Ha, close to the 0.0122 Ha found above. One minus the squared overlap with the ionic wave inside the sphere then drops from $1.2\times10^{-3}$ to $9\times10^{-5}$. For Ca²⁺ the required rise is 0.029 Ha, and the mismatch drops from $7.1\times10^{-3}$ to $7\times10^{-4}$.

For the shape of this partial wave inside the sphere, an ionized reference is therefore a convenience rather than a necessity. A partial wave need not be bound: the radial equation can be integrated out to $r_c$ at a chosen energy in the neutral potential. Ionization supplies a bound wave and, with it, a particular choice of energy relative to the potential.

## Why partial-wave errors start at second order

Let $\phi_i$ be the all-electron partial waves inside $r_c$, and $\tilde\phi_i$ smooth waves that join them at $r_c$. The projectors satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ and vanish outside. Let $T$ be the radial kinetic operator including the centrifugal term, and $\tilde v$ a smooth potential equal to $v$ outside $r_c$. The PAW equation is $(\tilde H-\varepsilon S)\tilde\psi=0$ with

$$\tilde H=T+\tilde v+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .$$

With all integrals taken over the sphere,

$$D_{ij}=\int\!\phi_i(T+v)\phi_j\,dr-\int\!\tilde\phi_i(T+\tilde v)\tilde\phi_j\,dr,\qquad q_{ij}=\int\!(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr .$$

In the reference potential define $\chi_j=(T+\tilde v-\varepsilon_j)\tilde\phi_j$ and $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle$, and choose $p_i=\sum_j\chi_j(B^{-1})_{ji}$. This choice satisfies the duality condition.

**At the reference.** Let $\phi_1$ be the bound wave. Outside the sphere $\tilde\psi$ equals the true $u$; inside it equals $\tilde\phi_1$. Since $(T+v-\varepsilon_1)\phi_1=0$, we have $D_{i1}-\varepsilon_1q_{i1}=-B_{i1}$. The projector terms acting on $\tilde\phi_1$ give $-\sum_ip_iB_{i1}=-\chi_1$, which cancels the $+\chi_1$ from $(T+\tilde v-\varepsilon_1)\tilde\phi_1$. The PAW level equals the all-electron level.

**Near the reference.** Let $v$ change by $\lambda\,\Delta v$ and $\tilde v$ by $\lambda\,\Delta\tilde v$, with the partial waves and projectors fixed. Differentiate $(\tilde H-\varepsilon S)\tilde\psi=0$ with respect to $\lambda$ and project on $\tilde\psi$. The term containing $d\tilde\psi/d\lambda$ vanishes because $\tilde H-\varepsilon S$ is Hermitian and annihilates $\tilde\psi$. With $\langle p_i|\tilde\psi\rangle=\delta_{i1}$, only $D_{11}$ contributes:

$$\frac{d\varepsilon}{d\lambda}\langle\tilde\psi|S|\tilde\psi\rangle=\int_{r_c}^\infty\!\Delta v\,u^2dr+\int_0^{r_c}\!\Delta\tilde v\,\tilde\phi_1^2dr+\int_0^{r_c}\!(\Delta v\,\phi_1^2-\Delta\tilde v\,\tilde\phi_1^2)\,dr .$$

The smooth terms cancel, leaving $\int_0^\infty\Delta v\,u^2dr$. In the same way $\langle\tilde\psi|S|\tilde\psi\rangle=\int_0^\infty u^2dr$. This is the all-electron first derivative, so the PAW error starts at order $\lambda^2$. Doubling a small potential change multiplied the computed error by 4.13, close to the expected 4.

## Why frozen-core errors start at second order

Let starred quantities belong to the fully relaxed target, with occupations $f_i$ and Hamiltonian $h^*$. The frozen-core calculation changes its orbitals by $\delta_i$ and its density by $\delta n$. The change in kinetic energy, together with the potential of $h^*$ acting on $\delta n$, is the change of $\sum_if_i\langle i|h^*|i\rangle$. Hartree and exchange-correlation terms beyond first order in $\delta n$ remain. For real orbitals, normalization requires $2\langle i^*|\delta_i\rangle=-\langle\delta_i|\delta_i\rangle$, hence

$$\delta\langle i|h^*|i\rangle=2\varepsilon_i^*\langle i^*|\delta_i\rangle+\langle\delta_i|h^*|\delta_i\rangle=\langle\delta_i|h^*-\varepsilon_i^*|\delta_i\rangle .$$

Nothing of first order is left. The sign is not fixed by this argument, because $\delta_i$ may contain states below $\varepsilon_i^*$, and the valence orbitals need not be orthogonal to the frozen core orbitals.

In the test, moving 0.2 instead of 0.1 electron from 4s to 3d raised the error by a factor of 3.6 rather than 4. The growth is nearly quadratic, with higher-order terms already visible.

## How large the errors are

The first table gives the total-energy error with a frozen argon core, relative to a fully relaxed atom in the same configuration. Columns are references, rows are targets, and values are in mHa.

| Target | Ca 4s² | Ca⁺ 4s¹ | Ca²⁺ |
|---|---:|---:|---:|
| Ca 4s² | 0 | 0.35 | 3.35 |
| Ca 4s¹3d¹ | 3.38 | 5.54 | 12.07 |
| Ca⁺ 4s¹ | 0.36 | 0 | 1.58 |
| Ca⁺ 3d¹ | 4.55 | 6.89 | 13.85 |
| Ca²⁺ | 3.61 | 1.65 | 0 |

The promotion energy from 4s² to 4s¹3d¹ is 78.6 mHa. Its error is the difference of two entries:

- neutral reference: $3.38-0=3.4$ mHa, or 4%;
- Ca⁺ reference: $5.54-0.35=5.2$ mHa, or 7%;
- Ca²⁺ reference: $12.07-3.35=8.7$ mHa, or 11%.

The largest total-energy errors are 4.6, 6.9 and 13.8 mHa (124, 188 and 377 meV). In this table the valence orbitals are not constrained to be orthogonal to the frozen core orbitals, as they would be in a PAW dataset. Imposing that constraint lowers the entries for targets with 4s electrons by up to 0.4 mHa and gives promotion errors of 3.3, 5.0 and 8.6 mHa. The largest errors and the rankings do not change.

The second table isolates the partial waves. It gives the error of the 3d eigenvalue with one $d$ wave, in the fixed all-electron potential of each target, again in mHa.

| Target | Ca 4s² | Ca⁺ 4s¹ | Ca²⁺ |
|---|---:|---:|---:|
| Ca 4s² | 0 | 0.65 | 4.21 |
| Ca 4s¹3d¹ | 1.97 | 4.52 | 10.48 |
| Ca⁺ 4s¹ | 0.71 | 0 | 1.69 |
| Ca⁺ 3d¹ | 0.94 | 3.20 | 9.30 |
| Ca²⁺ | 5.00 | 1.83 | 0 |

These are eigenvalue errors, not self-consistent PAW total energies, and they should not be added to the first table. They hold for $r_c=3$ bohr, grow strongly with the sphere radius, and also depend on the smooth functions chosen. Here $\tilde v$ is $a+br^2$ inside $r_c$, and $\tilde\phi$ is $r^{l+1}$ times an even polynomial with three coefficients.

Charge alone does not order these results. A neutral reference describes Ca²⁺ worse than Ca⁺ does, as expected, but it describes the *ion* Ca⁺ 3d¹ better than Ca⁺ 4s¹ does. Quadratic errors suggest a way to read this: the square root of an error should act roughly like a distance. It is not an exact one: the tables are not quite symmetric, and the frozen-core value from Ca to Ca²⁺, 1.90, slightly exceeds the sum $0.60+1.28$ through Ca⁺. For the frozen core, the neutral atom is $\sqrt{3.61}=1.90$ from Ca²⁺ and $\sqrt{4.55}=2.13$ from Ca⁺ 3d¹. The sum is 4.03, while the direct distance from Ca²⁺ to Ca⁺ 3d¹ is $\sqrt{13.85}=3.72$. This suggests an ordering roughly along a line, with Ca²⁺ at one end, the 3d-occupied configurations at the other, and the neutral atom near the middle.

The one-wave errors suggest a similar ordering, but there Ca 4s¹3d¹ is the far end. At $r_c=3$ bohr the neutral atom and Ca⁺ are nearly tied, with worst errors of 5.0 and 4.5 mHa. These orderings are read from the tables; their origin is not examined here.

## What to do about it

**Choose the reference from the target list.** Compute the all-electron configurations that the dataset must cover, build the error table, and take a reference near the middle of the resulting distances. For this list the argon frozen-core table points to the neutral atom, while the one-wave table at $r_c=3$ bohr slightly favours Ca⁺ (worst error 4.5 against 5.0 mHa). That ranking depends on the sphere radius and reverses at 2.5 bohr, so the one-wave table should be built at the radius actually used. The frozen-core table does not involve a sphere radius. If the targets were Ca, Ca⁺ and Ca²⁺ without 3d occupation, the worst frozen-core error would be 3.6 mHa for the neutral reference and 1.7 mHa for Ca⁺, and the ion would be the better choice.

**Add a second partial wave before tuning the reference.** With $r_c=3$ bohr and another $d$ wave 1 Ha above the bound level, the worst 3d errors fall from 5.0, 4.5 and 10.5 mHa to 0.84, 0.46 and 1.3 mHa for the Ca, Ca⁺ and Ca²⁺ references. The errors for the 3d-occupied targets fall as well, for example from 1.97 to 0.12 mHa for Ca 4s¹3d¹ with the neutral reference. Adding waves calls for a check of the dataset itself: here $S$ stayed positive at each reference, and no spurious level appeared below 3d.

**Treat 3s and 3p as valence when 3d occupation changes.** With a neon core, the worst total-energy errors are 0.029, 0.025 and 0.019 mHa for the same three references. With valence orbitals kept orthogonal to the frozen core they are 0.024, 0.022 and 0.017 mHa. The Ca²⁺ reference is now the best of the three, but the differences are about 0.01 mHa. Enlarging the valence space matters far more here than choosing the reference.

**Use ionization for a state that will not bind, but check the neutral atom afterwards.** The alternative is a scattering wave in the neutral potential, which leaves the core and potential of the neutral reference untouched. These atomic tests cover changes of occupation and charge; they do not test the nonspherical potentials of a molecule or solid.

## Numbers as computed

```
rc = 3.0 bohr, box radius = 60 bohr, Z = 20
E(Ca 4s2) = -675.73530 Ha; others relative to it, Ha:
  Ca 4s1 3d1 0.07857, Ca+ 4s1 0.23640, Ca+ 3d1 0.28067, Ca2+ 0.67355
Levels in Ha (positive = unbound box level) and mean radii in bohr:
 Ca 4s2: 4s -0.1415, 4p -0.0535, 3d -0.0830, 4d 0.0045, 4f 0.0068
   <r>: 4s 3.989, 4p 5.336, 3d 2.282
 Ca+ 4s1: 4s -0.3356, 4p -0.2232, 3d -0.3201, 4d -0.0886, 4f -0.0388
   <r>: 4s 3.576, 4p 4.346, 3d 1.945
 Ca2+: 4s -0.5267, 4p -0.3855, 3d -0.5967, 4d -0.2080, 4f -0.1317
   <r>: 4s 3.202, 4p 3.776, 3d 1.709
 hydrogenic 4f level for charge 1: -0.03125 Ha
 hydrogenic 4f level for charge 2: -0.12500 Ha
3d in Ca 4s2: L = -0.3252 /bohr, charge inside rc = 0.7604
3d in Ca+ 4s1: L = -0.4475 /bohr, charge inside rc = 0.8480
  level shift -0.2371 Ha, mean potential shift inside rc -0.2493 Ha
  <r> with potential change flattened inside rc: 2.051 bohr
  neutral wave with same L: energy raised by 0.0125 Ha
  1-overlap^2 inside rc: bound 1.15e-03, same-L 8.71e-05
3d in Ca2+: L = -0.6419 /bohr, charge inside rc = 0.9164
  level shift -0.5137 Ha, mean potential shift inside rc -0.5406 Ha
  <r> with potential change flattened inside rc: 1.905 bohr
  neutral wave with same L: energy raised by 0.0288 Ha
  1-overlap^2 inside rc: bound 7.11e-03, same-L 7.39e-04
Target order in all tables: Ca 4s2, Ca 4s1 3d1, Ca+ 4s1, Ca+ 3d1, Ca2+
Frozen argon core, total-energy error in mHa:
 ref Ca 4s2: 0.0000, 3.3750, 0.3630, 4.5535, 3.6130
   4s->3d promotion error 3.3750 mHa; worst 4.5535 mHa = 123.91 meV
 ref Ca+ 4s1: 0.3524, 5.5390, 0.0000, 6.8917, 1.6502
   4s->3d promotion error 5.1866 mHa; worst 6.8917 mHa = 187.53 meV
 ref Ca2+: 3.3546, 12.0746, 1.5771, 13.8462, 0.0000
   4s->3d promotion error 8.7200 mHa; worst 13.8462 mHa = 376.77 meV
Frozen neon core, total-energy error in mHa:
 ref Ca 4s2: 0.0000, 0.0149, 0.0002, 0.0290, 0.0019
 ref Ca+ 4s1: 0.0002, 0.0122, 0.0000, 0.0249, 0.0008
 ref Ca2+: 0.0019, 0.0083, 0.0008, 0.0187, 0.0000
Frozen-core error ratio, 0.2 to 0.1 electron moved 4s->3d: 3.644
PAW 3d eigenvalue error in mHa, 1 partial wave(s):
 ref Ca 4s2: -0.0000, 1.9657, 0.7140, 0.9364, 5.0039
   smallest overlap eigenvalue 1.000, levels below 3d: 0
 ref Ca+ 4s1: 0.6479, 4.5213, -0.0000, 3.2024, 1.8293
   smallest overlap eigenvalue 1.000, levels below 3d: 0
 ref Ca2+: 4.2101, 10.4804, 1.6920, 9.3007, -0.0000
   smallest overlap eigenvalue 1.000, levels below 3d: 0
PAW 3d eigenvalue error in mHa, 2 partial wave(s):
 ref Ca 4s2: -0.0000, 0.1193, 0.1387, 0.0083, 0.8353
   smallest overlap eigenvalue 0.924, levels below 3d: 0
 ref Ca+ 4s1: 0.1308, 0.4559, -0.0000, 0.0694, 0.2932
   smallest overlap eigenvalue 0.927, levels below 3d: 0
 ref Ca2+: 0.7786, 1.3147, 0.2893, 0.6305, -0.0000
   smallest overlap eigenvalue 0.934, levels below 3d: 0
PAW error ratio on doubling a small potential change: 4.128
```
